# A Scattering Table Indexed by Floating-Point Bits, with Error Bounds: a program that tests the result

```python
# Result under test: keeping the exponent and four leading mantissa bits of a
# normal float32 gives bins with width/lower edge = 1/(16+k) <= 1/16, k=0..15.
# These bins index a table of S = sin^2(theta/2) for universal screened scattering.
# eps = a*E_cm/(Z1*Z2) is reduced energy, s = p/a reduced impact parameter,
# a the screening length, p the impact parameter, theta the centre-of-mass angle.
# Algebra uses atomic units; printed energies and lengths use eV and angstrom.
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import k0

HARTREE = physical_constants['Hartree energy in eV'][0]
BOHR = physical_constants['Bohr radius'][0] * 1e10
AMU = (physical_constants['atomic mass constant'][0]
       / physical_constants['electron mass'][0])
COEF = np.array([0.18175, 0.50986, 0.28022, 0.02817])
DECAY = np.array([3.1998, 0.94229, 0.4029, 0.20162])


def universal(x):
    return sum(c * np.exp(-d * x) for c, d in zip(COEF, DECAY))


def coulomb(x):
    return np.ones_like(x)


def bin_index(x, e_min, bits=4):
    pattern = np.asarray(x, dtype=np.float32).view(np.int32)
    return (pattern >> (23 - bits)) - ((e_min + 127) << bits)


def deflection(eps, s, screen=universal, order=64):
    eps, s = np.broadcast_arrays(np.asarray(eps, float), np.asarray(s, float))
    low, high = s.copy(), s + 1 / eps
    for _ in range(70):
        mid = 0.5 * (low + high)
        allowed = 1 - screen(mid) / (mid * eps) - (s / mid)**2 > 0
        high = np.where(allowed, mid, high)
        low = np.where(allowed, low, mid)
    node, weight = np.polynomial.legendre.leggauss(order)
    phi = np.pi / 4 * (node + 1)
    u = np.sin(phi)
    x0, en, imp = high[..., None], eps[..., None], s[..., None]
    g = 1 - u * screen(x0 / u) / (x0 * en) - (imp * u / x0)**2
    integral = np.sum(np.pi / 4 * weight * np.cos(phi) / np.sqrt(g), axis=-1)
    return np.pi - 2 * s / high * integral


def sin2(eps, s, **options):
    return np.sin(deflection(eps, s, **options) / 2)**2


# ---- Bins of all normal float32 numbers, with edges decoded from real bits
codes = np.arange(16, 255 * 16, dtype=np.int32)
lower = (codes << 19).view(np.float32).astype(float)
upper = np.append(lower[1:], 2.0**128)
width = upper - lower
ratio = width / lower
assert np.all(16 * width <= lower)
assert np.all(width * (16 + codes % 16) == lower)
assert np.array_equal(16 * width == lower, codes % 16 == 0)
for m in (2, 3, 5, 6):
    c = np.arange(1 << m, 254 << m, dtype=np.int32)
    edge = (c << (23 - m)).view(np.float32).astype(float)
    assert np.max(np.diff(edge) / edge[:-1]) == 2.0**-m
sub = (np.arange(0, 17, dtype=np.int32) << 19).view(np.float32).astype(float)
sub_ratio = np.max(np.diff(sub)[1:] / sub[1:-1])
assert sub[0] == 0 and sub_ratio == 1

# ---- Table edges from arithmetic, compared with indexing from bits
E_LOW, E_HIGH, S_LOW, S_HIGH = -15, 0, -8, 4


def make_edges(first, last):
    body = [2.0**e * (1 + k / 16) for e in range(first, last) for k in range(16)]
    return np.array(body + [2.0**last])


eps_edge, s_edge = make_edges(E_LOW, E_HIGH), make_edges(S_LOW, S_HIGH)
rng = np.random.default_rng(7)
for edge, first, last in ((eps_edge, E_LOW, E_HIGH), (s_edge, S_LOW, S_HIGH)):
    x = (2.0**rng.uniform(first, last, 50000)).astype(np.float32)
    x = x[x < edge[-1]]
    found = np.searchsorted(edge, x.astype(float), side='right') - 1
    assert np.array_equal(found, bin_index(x, first))
    assert np.array_equal(bin_index(edge[:-1], first), np.arange(len(edge) - 1))
below = np.nextafter(0.5, 0.0)
real_bin = int(np.searchsorted(eps_edge, below, side='right') - 1)
rounded_bin = int(bin_index(below, E_LOW))
assert rounded_bin == real_bin + 1

# ---- Scattering integral: Coulomb law, Newtonian paths, quadrature order
ce, cs = np.array([[0.1], [0.5], [1.0]]), np.array([0.1, 1.0, 5.0])
coulomb_error = np.max(np.abs(sin2(ce, cs, screen=coulomb)
                              * (1 + 4 * ce**2 * cs**2) - 1))
assert coulomb_error < 1e-8


def trajectory_angle(eps, s):
    def motion(t, y):
        r = np.hypot(y[0], y[1])
        slope = -np.sum(COEF * DECAY * np.exp(-DECAY * r))
        force = -0.5 * (slope / r - universal(r) / r**2) / eps
        return [y[2], y[3], force * y[0] / r, force * y[1] / r]
    path = solve_ivp(motion, (0, 320), [-150, s, 1, 0], method='DOP853',
                     rtol=1e-10, atol=1e-12, max_step=2)
    assert path.success
    return np.arctan2(path.y[3, -1], path.y[2, -1])


path_error = max(abs(trajectory_angle(e, s) - float(deflection(e, s)))
                 for e, s in ((0.5, 1.0), (0.01, 3.0), (0.001, 8.0)))
assert path_error < 1e-6
qe = np.array([2.0**-15, 0.01, 0.5, 1.0])[:, None]
qs = np.array([2.0**-8, 0.1, 1.0, 8.0, 16.0])
quad_error = np.max(np.abs(np.log(sin2(qe, qs) / sin2(qe, qs, order=200))))
assert quad_error < 1e-5

# ---- Build the midpoint table and test its lookup-error bound
eps_mid = 0.5 * (eps_edge[1:] + eps_edge[:-1])
s_mid = 0.5 * (s_edge[1:] + s_edge[:-1])
table = np.array([sin2(e, s_mid) for e in eps_mid])
corner = np.array([sin2(e, s_edge) for e in eps_edge])
assert np.all(np.diff(corner, axis=0) < 1e-9)
assert np.all(np.diff(corner, axis=1) < 1e-9)
worst_log = max(np.max(np.log(corner[:-1, :-1] / table)),
                np.max(np.log(table / corner[1:, 1:])))
ge = 2.0**np.arange(-15, 0.01, 0.5)[:, None]
gs = 2.0**np.arange(-8, 4.01, 0.25)
step = 1e-3
slope_e = np.log(sin2(ge * np.exp(step), gs) / sin2(ge * np.exp(-step), gs))
slope_s = np.log(sin2(ge, gs * np.exp(step)) / sin2(ge, gs * np.exp(-step)))
slope_sum = np.max(np.abs(slope_e) + np.abs(slope_s)) / (2 * step)
log_bound = slope_sum * np.log(33 / 32)
assert worst_log <= 1.01 * log_bound  # slope maximum is sampled on a finite grid
c_edge = 1 / (1 + 4 * eps_edge[:-1, None]**2 * s_edge[:-1]**2)
c_mid = 1 / (1 + 4 * eps_mid[:, None]**2 * s_mid**2)
coulomb_worst = np.max(np.log(c_edge / c_mid))
coulomb_bound = 4 * np.log(33 / 32)
assert 0.95 * coulomb_bound < coulomb_worst < coulomb_bound
clamp_error = np.max(1 - corner[:, 0])
assert clamp_error < 1e-3

# ---- Nickel self-ion example; energy and lattice constant are rough values
Z, mass_u, lattice, energy, impact = 28, 58.69, 3.52, 1.0e5, 0.5
mass = mass_u * AMU
gamma = 4 * mass * mass / (mass + mass)**2
a_au = (9 * np.pi**2 / 128)**(1 / 3) / (2 * Z**0.23)
screen_length = a_au * BOHR
eps_per_ev = a_au * 0.5 / (Z * Z * HARTREE)
eps = energy * eps_per_ev
density = 4 / lattice**3
flight = density**(-1 / 3)
p_max = flight / np.sqrt(np.pi)
s_max, s_example = p_max / screen_length, impact / screen_length
assert eps_edge[0] <= eps < eps_edge[-1] and s_max < s_edge[-1]
ie, js = int(bin_index(eps, E_LOW)), int(bin_index(s_example, S_LOW))
direct_s, table_s = float(sin2(eps, s_example)), float(table[ie, js])
assert abs(np.log(table_s / direct_s)) <= 1.01 * log_bound

# ---- Uniform-area averages: direct quadrature versus stored bins
t, wt = np.polynomial.legendre.leggauss(200)
t, wt = (t + 1) / 2, wt / 2


def direct_mean(reduced_energy):
    e = np.atleast_1d(reduced_energy)[:, None]
    return np.sum(wt * 4 * t**3 * sin2(e, s_max * t**2), axis=1)


area_edge = np.minimum(s_edge, s_max)**2 / s_max**2
area_edge[0] = 0
area = np.diff(area_edge)
assert abs(area.sum() - 1) < 1e-12
mean_direct = float(direct_mean(eps)[0])
mean_table = float(table[ie] @ area)
octave = np.arange(16 * 10)
eps_scan = 0.25 * (1 + (octave + 0.5) / 160)
scan_error = (table[bin_index(eps_scan, E_LOW)] @ area) / direct_mean(eps_scan) - 1
scan_max, scan_mean = np.max(np.abs(scan_error)), np.mean(scan_error)
assert abs(scan_mean) < 0.1 * scan_max
samples = 200000
s_random = s_max * np.sqrt(rng.random(samples))
picked = table[ie, np.maximum(bin_index(s_random, S_LOW), 0)]
mc_mean, mc_se = picked.mean(), picked.std(ddof=1) / np.sqrt(samples)
assert abs(mc_mean - mean_table) < 5 * mc_se
mean_loss = gamma * energy * mean_direct
mean_loss_table = gamma * energy * mean_table

# ---- Size effects outside the elastic, random-medium binary model
speed = np.sqrt(2 * energy / HARTREE / mass)
se_au = 8 * np.pi * Z**(7 / 6) * Z / (2 * Z**(2 / 3))**1.5 * speed
electronic_loss = density * se_au * HARTREE * BOHR**2 * flight
s_tail = s_max + (40 - s_max) * t
tail = np.sum(wt * (40 - s_max) * 2 * s_tail * sin2(eps, s_tail)) / s_max**2
row = lattice / np.sqrt(2)
pair_scale = Z * Z * HARTREE * BOHR


def row_potential(distance):
    return 2 * pair_scale / row * np.sum(COEF * k0(DECAY * distance / screen_length))


rho = 0.3
row_quad = 2 / row * quad(lambda z: pair_scale
                        * universal(np.hypot(rho, z) / screen_length)
                        / np.hypot(rho, z), 0, 30, epsabs=1e-8, limit=200)[0]
assert abs(row_quad / row_potential(rho) - 1) < 1e-6
psi = brentq(lambda q: energy * q**2 - row_potential(q * row), 0.001, 1)
axial_fraction = 12 * (1 - np.cos(psi)) / 2
half_potential = pair_scale / (row / 2) * universal(row / 2 / screen_length)
action = float(deflection(eps, s_max)) * mass / 2 * speed * p_max / BOHR
beta2 = (speed * fine_structure)**2

print(f'Normal float32 bins: {len(codes)}; equality at 1/16: {np.sum(ratio == 1/16)}')
print(f'Width/lower edge, largest and smallest: {ratio.max():.6f}, {ratio.min():.6f}')
print(f'Largest finite subnormal ratio: {sub_ratio:.3f}')
print(f'Double just below 0.5: real bin {real_bin}, float32 bin {rounded_bin}')
print(f'Table bins in eps, s; entries: {table.shape[0]}, {table.shape[1]}; {table.size}')
print(f'Table storage as float32: {table.astype(np.float32).nbytes} bytes')
print(f'Coulomb quadrature relative error: {coulomb_error:.2e}')
print(f'Newtonian path angle error: {path_error:.2e} rad')
print(f'Quadrature-order change in ln S: {quad_error:.2e}')
print(f'Largest sum of logarithmic slopes: {slope_sum:.3f}')
print(f'Universal table log error, worst and bound: {worst_log:.4f}, {log_bound:.4f}')
print(f'Coulomb table log error, worst and bound: {coulomb_worst:.4f}, {coulomb_bound:.4f}')
print(f'Largest 1-S at lowest s edge: {clamp_error:.2e}')
print(f'Ni input: Z={Z}, mass={mass_u:.2f} u, rough lattice={lattice:.2f} angstrom')
print(f'Ion energy: {energy:.0f} eV; example p: {impact:.2f} angstrom')
print(f'Screening length: {screen_length:.5f} angstrom; gamma: {gamma:.3f}')
print(f'Atomic density: {density:.5f} angstrom^-3; flight: {flight:.4f} angstrom')
print(f'Maximum p: {p_max:.4f} angstrom; maximum s: {s_max:.4f}')
print(f'Lowest table energy: {eps_edge[0] / eps_per_ev:.3f} eV')
print(f'Upper table energy: {eps_edge[-1] / eps_per_ev:.0f} eV')
for name, value, edge, index in (('eps', eps, eps_edge, ie),
                                 ('s', s_example, s_edge, js)):
    bits = format(int(np.asarray(value, np.float32).view(np.int32)), '032b')
    print(f'{name}: {value:.6f}; bits: {bits[0]} {bits[1:9]} {bits[9:13]} {bits[13:]}')
    print(f'{name} bin index, k: {index}, {index % 16}')
    print(f'{name} bin edges: {edge[index]:.6f}, {edge[index + 1]:.6f}')
    print(f'{name} width/lower edge: {(edge[index + 1] / edge[index] - 1):.6f}')
print(f'Example S, direct and table: {direct_s:.6e}, {table_s:.6e}')
print(f'Example transfer, direct: {gamma * energy * direct_s:.3f} eV')
print(f'Example transfer, table: {gamma * energy * table_s:.3f} eV')
print(f'Example table error: {100 * (table_s / direct_s - 1):.3f} percent')
print(f'Mean transfer, direct and table: {mean_loss:.2f}, {mean_loss_table:.2f} eV')
print(f'Mean transfer table error: {100 * (mean_table / mean_direct - 1):.3f} percent')
print(f'Nuclear stopping, direct: {mean_loss / flight:.2f} eV/angstrom')
print(f'Same nuclear stopping: {10 * mean_loss / flight:.1f} eV/nm')
print(f'Octave scan, largest absolute error: {100 * scan_max:.3f} percent')
print(f'Octave scan, mean signed error: {100 * scan_mean:.4f} percent')
print(f'Random collisions: {samples}; mean transfer: {gamma * energy * mc_mean:.2f} eV')
print(f'Random-mean standard error: {gamma * energy * mc_se:.2f} eV')
print(f'Electronic loss per flight, estimate: {electronic_loss:.2f} eV')
print(f'Electronic/nuclear loss: {electronic_loss / mean_loss:.4f}')
print(f'Loss beyond maximum p / mean loss: {tail / mean_direct:.3e}')
print(f'Channelling angle estimate: {np.degrees(psi):.2f} degrees')
print(f'Directions in 12 axial cones: {100 * axial_fraction:.2f} percent')
print(f'Pair potential at half neighbour distance: {half_potential:.2f} eV')
print(f'Classical action measure at maximum p: {action:.2f}')
print(f'Relativistic measure v^2/c^2: {beta2:.3e}')
print('all tests passed')
```

Running it gives:

```
Normal float32 bins: 4064; equality at 1/16: 254
Width/lower edge, largest and smallest: 0.062500, 0.032258
Largest finite subnormal ratio: 1.000
Double just below 0.5: real bin 223, float32 bin 224
Table bins in eps, s; entries: 240, 192; 46080
Table storage as float32: 184320 bytes
Coulomb quadrature relative error: 1.13e-11
Newtonian path angle error: 8.33e-12 rad
Quadrature-order change in ln S: 5.03e-08
Largest sum of logarithmic slopes: 11.851
Universal table log error, worst and bound: 0.2766, 0.3647
Coulomb table log error, worst and bound: 0.1213, 0.1231
Largest 1-S at lowest s edge: 1.36e-04
Ni input: Z=28, mass=58.69 u, rough lattice=3.52 angstrom
Ion energy: 100000 eV; example p: 0.50 angstrom
Screening length: 0.10885 angstrom; gamma: 1.000
Atomic density: 0.09171 angstrom^-3; flight: 2.2175 angstrom
Maximum p: 1.2511 angstrom; maximum s: 11.4933
Lowest table energy: 6.330 eV
Upper table energy: 207426 eV
eps: 0.482101; bits: 0 01111101 1110 1101101010111100101
eps bin index, k: 222, 14
eps bin edges: 0.468750, 0.484375
eps width/lower edge: 0.033333
s: 4.593402; bits: 0 10000001 0010 0101111110100100110
s bin index, k: 162, 2
s bin edges: 4.500000, 4.750000
s width/lower edge: 0.055556
Example S, direct and table: 7.429297e-04, 7.325749e-04
Example transfer, direct: 74.293 eV
Example transfer, table: 73.257 eV
Example table error: -1.394 percent
Mean transfer, direct and table: 541.80, 548.47 eV
Mean transfer table error: 1.230 percent
Nuclear stopping, direct: 244.34 eV/angstrom
Same nuclear stopping: 2443.4 eV/nm
Octave scan, largest absolute error: 2.654 percent
Octave scan, mean signed error: -0.0161 percent
Random collisions: 200000; mean transfer: 529.35 eV
Random-mean standard error: 9.05 eV
Electronic loss per flight, estimate: 176.10 eV
Electronic/nuclear loss: 0.3250
Loss beyond maximum p / mean loss: 8.389e-05
Channelling angle estimate: 6.82 degrees
Directions in 12 axial cones: 4.25 percent
Pair potential at half neighbour distance: 50.97 eV
Classical action measure at maximum p: 83.78
Relativistic measure v^2/c^2: 3.658e-06
all tests passed
```
